# Pasternack's inversion of radial moments for hydrogenic states: test program

```python
# Result under test (Pasternack inversion), hydrogenic bound state, atomic units:
#   <r^(k-1)> = (n/2Z)^(2k+1) (2l+1+k)!/(2l-k)! <r^(-k-2)>,  k = 0, ..., 2l
# Z: nuclear charge, n: principal quantum number, l: orbital quantum number,
# r: distance from the fixed nucleus in bohr, u(r): reduced radial function,
# <r^s> = integral of r^s u^2 dr with u normalized, kappa = Z/n,
# C^2: limit of u^2 / r^(2l+2) at the origin.
# Exact moments come from the power-series solution and termwise integration;
# a separate diagonalization supplies them without that solution.
from fractions import Fraction
from functools import lru_cache
from math import factorial, log, exp, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre


def series_solution(charge, nodes, ang):
    """Decay constant and polynomial coefficients; ang may be any real >= 0."""
    kappa = charge / (nodes + ang + 1)
    coeff = [Fraction(1)]
    for j in range(nodes):
        top = 2 * (kappa * (j + ang + 1) - charge)
        coeff.append(coeff[-1] * top / ((j + 1) * (j + 2 * ang + 2)))
    return kappa, coeff


@lru_cache(maxsize=None)
def raw_integral(Z, n, l, s):
    """Exact integral of r^s u^2 for u = r^(l+1) e^(-kappa r) (1 + ...)."""
    kappa, coeff = series_solution(Fraction(Z), n - l - 1, l)
    total = Fraction(0)
    for i, a in enumerate(coeff):
        for j, b in enumerate(coeff):
            p = 2 * l + 2 + i + j + s
            total += a * b * factorial(p) / (2 * kappa) ** (p + 1)
    return total


def moment(Z, n, l, s):
    return raw_integral(Z, n, l, s) / raw_integral(Z, n, l, 0)


def inversion_factor(Z, n, l, k):
    ratio = Fraction(factorial(2 * l + 1 + k), factorial(2 * l - k))
    return Fraction(n, 2 * Z) ** (2 * k + 1) * ratio


def kramers_terms(Z, n, l, s):
    return (Fraction(s + 1, n * n) * moment(Z, n, l, s),
            -Fraction(2 * s + 1, Z) * moment(Z, n, l, s - 1),
            Fraction(s * ((2 * l + 1) ** 2 - s * s), 4 * Z * Z)
            * moment(Z, n, l, s - 2))


# Third-order equation of the density u^2 for any u'' = W u
x = sp.symbols("x", positive=True)
uf, Wf = sp.Function("u")(x), sp.Function("W")(x)
density = uf ** 2
expr = (density.diff(x, 3) - 4 * Wf * density.diff(x)
        - 2 * Wf.diff(x) * density)
expr = expr.subs(uf.diff(x, 3), (Wf * uf).diff(x)).subs(uf.diff(x, 2), Wf * uf)
assert sp.expand(expr.doit()) == 0

# Exact rational tests over many states
pairs_tested = 0
for Z in (1, 2, 3):
    for n in range(1, 8):
        for l in range(n):
            # starting values
            assert moment(Z, n, l, -1) == Fraction(Z, n * n)
            assert moment(Z, n, l, -2) == Fraction(2 * Z * Z,
                                                   n ** 3 * (2 * l + 1))
            # three-term relation in its whole range of validity
            for s in range(-2 * l, 5):
                assert sum(kramers_terms(Z, n, l, s)) == 0
            # just outside the range a finite boundary term remains
            s = -2 * l - 1
            left = (Fraction(s + 1, n * n) * moment(Z, n, l, s)
                    - Fraction(2 * s + 1, Z) * moment(Z, n, l, s - 1))
            C2 = 1 / raw_integral(Z, n, l, 0)
            assert left == (2 * l + 1) ** 2 * C2 / (2 * Z * Z)
            # the inversion itself
            scaled = [inversion_factor(Z, n, l, k) * moment(Z, n, l, -k - 2)
                      for k in range(2 * l + 1)]
            for k in range(2 * l + 1):
                assert moment(Z, n, l, k - 1) == scaled[k]
                pairs_tested += 1
            # scaled inverse moments obey the recursion of the positive ones
            for k in range(2 * l):
                lower = scaled[k - 1] if k > 0 else 0
                rung = (Fraction(k + 1, n * n) * scaled[k + 1]
                        - Fraction(2 * k + 1, Z) * scaled[k]
                        + Fraction(k * ((2 * l + 1) ** 2 - k * k), 4 * Z * Z)
                        * lower)
                assert rung == 0


def radial_function(charge, nodes, ang):
    kappa, coeff = series_solution(float(charge), nodes, ang)
    kappa, coeff = float(kappa), [float(c) for c in coeff]

    def value(r):
        poly = sum(c * r ** j for j, c in enumerate(coeff))
        return r ** (ang + 1) * exp(-kappa * r) * poly
    return value


def wronskian_quotients(Z, nodes, l, lam):
    """Overlap quotient by quadrature, and the same quotient from energies."""
    u, v = radial_function(Z, nodes, l), radial_function(Z, nodes, lam)
    reach = 60.0 * (nodes + lam + 1) / Z
    opts = dict(epsabs=0.0, epsrel=1e-10, limit=400)
    inverse_square = quad(lambda r: u(r) * v(r) / r ** 2, 0, reach, **opts)[0]
    overlap = quad(lambda r: u(r) * v(r), 0, reach, **opts)[0]
    e_l = -Z ** 2 / (2 * (nodes + l + 1) ** 2)
    e_lam = -Z ** 2 / (2 * (nodes + lam + 1) ** 2)
    barrier = 0.5 * (lam * (lam + 1) - l * (l + 1))
    return inverse_square / overlap, (e_lam - e_l) / barrier


for case in ((2, 2, 2, 2.3), (1, 1, 0, 0.3), (3, 0, 1, 1.5)):
    by_quadrature, by_energy = wronskian_quotients(*case)
    assert abs(by_quadrature / by_energy - 1) < 1e-7

# Worked example: 5d state of the helium ion
Z, n, l = 2, 5, 2
nodes = n - l - 1
kappa, coeff = series_solution(Fraction(Z), nodes, l)
norm = raw_integral(Z, n, l, 0)
C2 = float(1 / norm)

shift_rows = []
for shift in (0.1, 0.01):
    got, want = wronskian_quotients(Z, nodes, l, l + shift)
    assert abs(got / want - 1) < 1e-7
    shift_rows.append((shift, got))
limit_value = float(moment(Z, n, l, -2))
assert abs(shift_rows[1][1] - limit_value) < abs(shift_rows[0][1] - limit_value)

# Logarithmic divergence of <r^(-2l-3)>: equal growth for each decade of cutoff
u_example = radial_function(Z, nodes, l)
decade = quad(lambda t: C2 * u_example(exp(t)) ** 2 * exp(-(2 * l + 2) * t),
              log(1e-5), log(1e-4))[0]
assert abs(decade / (C2 * log(10)) - 1) < 1e-3

# Diagonalization in an orthonormal Laguerre basis whose exponent is not kappa
beta, size = 0.5, 20
grid, weight = roots_laguerre(40)
alpha = 2 * l + 2
basis, slope = [], []
for i in range(size):
    scale = sqrt(factorial(i) / factorial(i + alpha))
    lag = eval_genlaguerre(i, alpha, grid)
    dlag = -eval_genlaguerre(i - 1, alpha + 1, grid) if i else 0 * grid
    basis.append(scale * grid ** (l + 1) * lag)
    slope.append(scale * ((l + 1) * grid ** l * lag
                          + grid ** (l + 1) * (dlag - 0.5 * lag)))
basis, slope = np.array(basis), np.array(slope)
potential = (2 * beta) ** 2 * l * (l + 1) / (2 * grid ** 2) - 2 * beta * Z / grid
hamiltonian = (0.5 * (2 * beta) ** 2 * (slope * weight) @ slope.T
               + (basis * (weight * potential)) @ basis.T)
overlap_matrix = (basis * weight) @ basis.T
assert np.allclose(overlap_matrix, np.eye(size), atol=1e-9)
energies, vectors = eigh(hamiltonian)
energy = energies[nodes]
state = vectors[:, nodes] @ basis


def diag_moment(s):
    return float(np.sum(weight * state ** 2 * (grid / (2 * beta)) ** s))


assert abs(energy + Z ** 2 / (2 * n ** 2)) < 1e-9
worst = 0.0
for k in range(2 * l + 1):
    ratio = diag_moment(k - 1) / diag_moment(-k - 2)
    worst = max(worst, abs(ratio / float(inversion_factor(Z, n, l, k)) - 1))
    assert abs(diag_moment(k - 1) / float(moment(Z, n, l, k - 1)) - 1) < 1e-7
assert worst < 1e-7

print("exact (state, k) pairs tested:", pairs_tested)
print(f"example: Z = {Z}, n = {n}, l = {l}, nodes N = {nodes}")
print(f"kappa = {kappa} = {float(kappa):.4f} bohr^-1")
for j, c in enumerate(coeff):
    print(f"series coefficient c_{j} = {c} = {float(c):.8f} bohr^-{j}")
print(f"norm integral of unnormalized u^2 = {float(norm):.8g} bohr^{2*l+3}")
print(f"C^2 = {C2:.8g} bohr^-{2*l+3}")
for k in range(2 * l + 1):
    plus, minus = moment(Z, n, l, k - 1), moment(Z, n, l, -k - 2)
    fac = inversion_factor(Z, n, l, k)
    print(f"k={k}: <r^{k-1}> = {plus} = {float(plus):.8g} bohr^{k-1}")
    print(f"k={k}: <r^{-k-2}> = {minus} = {float(minus):.8g} bohr^{-k-2}")
    print(f"k={k}: factor = {fac} = {float(fac):.8g} bohr^{2*k+1}")
for s in (1, -2):
    terms = kramers_terms(Z, n, l, s)
    print(f"Kramers terms, s={s}, bohr^{s}:", ", ".join(
        f"{float(t):.8g}" for t in terms), "; sum", sum(terms))
for shift, quotient in shift_rows:
    print(f"overlap quotient, lambda-l={shift}: {quotient:.8f} bohr^-2")
print(f"its limit <r^-2> = {limit_value:.8f} bohr^-2")
edge = (2 * l + 1) ** 2 * C2 / (2 * Z * Z)
print(f"boundary term at s={-2*l-1}: {edge:.8g} bohr^{-2*l-1}")
print(f"growth of <r^{-2*l-3}> per decade of cutoff: {decade:.5g} "
      f"bohr^{-2*l-3}")
print(f"C^2 ln 10 = {C2*log(10):.5g} bohr^{-2*l-3}")
print(f"diagonalization: basis size {size}, exponent {beta} bohr^-1")
print(f"diagonalization: energy = {energy:.8f} hartree")
print(f"diagonalization: <r^3> = {diag_moment(3):.7g} bohr^3")
print(f"diagonalization: <r^-6> = {diag_moment(-6):.7g} bohr^-6")
print(f"largest relative deviation from inversion: {worst:.1e}")
bohr = physical_constants["Bohr radius"][0] * 1e10
print(f"1 bohr = {bohr:.8f} angstrom")
print(f"<r^3> = {float(moment(Z, n, l, 3))*bohr**3:.6g} angstrom^3")
print(f"<r^-6> = {float(moment(Z, n, l, -6))/bohr**6:.6g} angstrom^-6")
print("finished without a failed check")
```

It prints:

```
exact (state, k) pairs tested: 420
example: Z = 2, n = 5, l = 2, nodes N = 2
kappa = 2/5 = 0.4000 bohr^-1
series coefficient c_0 = 1 = 1.00000000 bohr^-0
series coefficient c_1 = -4/15 = -0.26666667 bohr^-1
series coefficient c_2 = 8/525 = 0.01523810 bohr^-2
norm integral of unnormalized u^2 = 272.47838 bohr^7
C^2 = 0.003670016 bohr^-7
k=0: <r^-1> = 2/25 = 0.08 bohr^-1
k=0: <r^-2> = 8/625 = 0.0128 bohr^-2
k=0: factor = 25/4 = 6.25 bohr^1
k=1: <r^0> = 1 = 1 bohr^0
k=1: <r^-3> = 8/1875 = 0.0042666667 bohr^-3
k=1: factor = 1875/8 = 234.375 bohr^3
k=2: <r^1> = 69/4 = 17.25 bohr^1
k=2: <r^-4> = 736/328125 = 0.0022430476 bohr^-4
k=2: factor = 984375/128 = 7690.4297 bohr^5
k=3: <r^2> = 675/2 = 337.5 bohr^2
k=3: <r^-5> = 192/109375 = 0.0017554286 bohr^-5
k=3: factor = 24609375/128 = 192260.74 bohr^7
k=4: <r^3> = 56475/8 = 7059.375 bohr^3
k=4: <r^-6> = 64256/24609375 = 0.0026110375 bohr^-6
k=4: factor = 5537109375/2048 = 2703666.7 bohr^9
Kramers terms, s=1, bohr^1: 1.38, -1.5, 0.12 ; sum 0
Kramers terms, s=-2, bohr^-2: -0.000512, 0.0064, -0.005888 ; sum 0
overlap quotient, lambda-l=0.1: 0.01218234 bohr^-2
overlap quotient, lambda-l=0.01: 0.01273623 bohr^-2
its limit <r^-2> = 0.01280000 bohr^-2
boundary term at s=-5: 0.0114688 bohr^-5
growth of <r^-7> per decade of cutoff: 0.0084501 bohr^-7
C^2 ln 10 = 0.0084505 bohr^-7
diagonalization: basis size 20, exponent 0.5 bohr^-1
diagonalization: energy = -0.08000000 hartree
diagonalization: <r^3> = 7059.375 bohr^3
diagonalization: <r^-6> = 0.002611037 bohr^-6
largest relative deviation from inversion: 2.4e-12
1 bohr = 0.52917721 angstrom
<r^3> = 1046.09 angstrom^3
<r^-6> = 0.118907 angstrom^-6
finished without a failed check
```
